# Does a double hysteresis loop prove that a crystal is antiferroelectric?

**Question**

I measured polarisation against field on a ceramic and got a double loop. The polarisation is nearly zero at zero field, jumps up at about 10 MV/m, and drops back at about 4 MV/m when the field is reduced. The same happens with the signs reversed. My reasoning was that the sublattices are antiparallel at zero field, the field forces them parallel, and they flip back when it is removed, so the material must be antiferroelectric. A colleague says that an aged ferroelectric, or a ferroelectric slightly above its Curie temperature, could do the same. Is that a matter of poor-quality loops, or is the inference itself wrong? And what should I measure instead?

**Answer**

The inference itself is wrong. A double loop says that a state of zero net polarisation is stable at zero field, and that a strongly polarised state is reached and left through jumps. It does not say what the zero-polarisation state is made of. I will work out three models that do this for different reasons, give them your two switching fields, and then look for measurements that separate them.

Throughout, there is one polar axis, the field $E$ changes slowly, and each state is followed until it becomes unstable, so there is no nucleation. Depolarising fields are neglected. $E_F$ is the field of the upward jump and $E_B$ that of the return jump, both on the side $E>0$. I use MV/m and C/m², the natural units here; your fields are $1.9\times10^{-5}$ and $7.8\times10^{-6}$ atomic units.

**1. The antiferroelectric**

Take two sublattices with polarisations $p_a,p_b$, normalised so that the measured polarisation is their mean:

$$F=\sum_{i=a,b}\left(\tfrac r2p_i^2+\tfrac u4p_i^4\right)+g\,p_ap_b-E(p_a+p_b),$$

with $r<0$ and $u,g>0$. The coupling $g$ favours antiparallel sublattices. Write $p_a=P+A$ and $p_b=P-A$, where $P$ is measured and $A$ is the staggered polarisation. Then

$$p_a^2+p_b^2=2P^2+2A^2,\qquad p_ap_b=P^2-A^2,$$
$$p_a^4+p_b^4=2P^4+12P^2A^2+2A^4,$$

and the energy density $f=F/2$ is

$$f=\tfrac{r+g}2P^2+\tfrac{r-g}2A^2+\tfrac u4(P^4+6P^2A^2+A^4)-EP.$$

Setting both derivatives to zero gives

$$A\,(r-g+3uP^2+uA^2)=0,$$
$$E=(r+g)P+uP^3+3uPA^2.$$

Either $A=0$, or $A^2=(g-r)/u-3P^2$. The second solution exists for $|P|<P_c$, with $P_c^2=(g-r)/(3u)$. Inserting it, the last term of $E$ becomes $3(g-r)P-9uP^3$, so

$$E=(4g-2r)P-8uP^3\qquad(A\neq0),$$
$$E=(r+g)P+uP^3\qquad(A=0).$$

For stability on the staggered branch, note that $f_{AA}=r-g+3uP^2+3uA^2=2uA^2>0$. Let $A(P)$ solve $f_A=0$. Differentiating that condition gives $A'=-f_{AP}/f_{AA}$, and hence

$$\frac{dE}{dP}=f_{PP}+f_{PA}A'=\frac{f_{PP}f_{AA}-f_{PA}^2}{f_{AA}}.$$

The numerator is the determinant of the second-derivative matrix, so the branch is stable while $dE/dP>0$. It ends where $4g-2r=24uP^2$, that is, at $P_F^2=(2g-r)/(12u)$. This lies below $P_c^2$ because $2g-r<4(g-r)$ for $r<0<g$. There $8uP_F^2=(4g-2r)/3$, so

$$E_F=\tfrac23(4g-2r)\sqrt{\frac{2g-r}{12u}}.$$

On the parallel branch $A=0$, the mixed derivative vanishes and $f_{AA}=r-g+3uP^2$. This is positive for $P>P_c$, where also $f_{PP}=r+g+3uP^2>2g>0$. On lowering the field, the branch therefore loses stability against staggering at $P_c$, where $uP_c^2=(g-r)/3$:

$$E_B=P_c\left(r+g+\frac{g-r}3\right)=\tfrac23(2g+r)\sqrt{\frac{g-r}{3u}}.$$

Between $P_F$ and $P_c$ the staggered curve falls, so $E_B<E_F$, and no stable state adjoins $P_c$ from below. If $E_B>0$, the only stable states left just below $E_B$ are the staggered ones, and the sample jumps there. This is the expected double loop.

The condition $E_B>0$ requires $g>|r|/2$. Yet the zero-field ground state is antiferroelectric for every $g>0$: its energy is $-(g+|r|)^2/(4u)$, while the parallel state, when it exists, has $-(|r|-g)^2/(4u)$, which is higher. For $0<g<|r|/2$ the parallel state, once induced, survives at zero field with $P^2=(|r|-g)/u$. In units where $|r|=u=1$, a numerical cycle at $g=0.45$ leaves a remanence of 0.742, and one at $g=0.55$ leaves none. An antiferroelectric can thus lack a zero-remanence double loop. It also shows no loop at all if the drive never reaches $E_F$. The inference fails in both directions.

**2. Why the loop cannot see the staggered order**

The two $E(P)$ formulas above no longer contain $A$. Integrating them gives an energy of $P$ alone,

$$\phi(P)=\begin{cases}(2g-r)P^2-2uP^4,&|P|<P_c,\\[2pt]\tfrac{r+g}2P^2+\tfrac u4P^4+\text{const},&|P|>P_c,\end{cases}$$

with the constant chosen to make $\phi$ continuous. A hypothetical material with this energy and no sublattices has the same stable branches and the same jumps. Cycling both descriptions numerically gave the same loop to rounding error. Within quasi-static driving, then, even a perfect record of $P(E)$ contains no proof that $A$ exists.

The shape of $\phi$ is instructive: a positive quadratic term, a negative quartic term, and stiffening at large $P$. A first-order ferroelectric above its transition has an energy of this same general shape.

**3. The first-order ferroelectric above $T_c$**

Let

$$G=\tfrac a2P^2-\tfrac b4P^4+\tfrac c6P^6-EP,\qquad a,b,c>0.$$

With $P=\sqrt{b/c}\,p$, $E=b^{5/2}c^{-3/2}e$ and $t=ac/b^2$, the condition $dG/dP=0$ becomes

$$e=tp-p^3+p^5.$$

Three values of $t$ matter.

*Coexistence, $t=3/16$.* At zero field, the polar and nonpolar states have equal energy when $t-p^2/2+p^4/3=0$, together with equilibrium, $t-p^2+p^4=0$. Subtracting the second from the first gives $p^2/2=2p^4/3$, so $p^2=3/4$ and $t=3/4-9/16=3/16$. This is $T_c$.

*Polar stability limit at zero field, $t=1/4$.* The equation $t-p^2+p^4=0$ has real solutions for $p^2$ only if $1-4t\ge0$.

*End of hysteresis, $t=9/20$.* Jumps occur where $de/dp=t-3p^2+5p^4=0$, or

$$p_\mp^2=\frac{3\mp\sqrt{9-20t}}{10}.$$

The lower root gives $E_F$ and the upper root gives $E_B$. They merge at $t=9/20$, beyond which $P(E)$ is single-valued.

At $t=1/4$ the upper root is $p_+^2=1/2$, and the return field is $p_+(1/4-1/2+1/4)=0$. It grows with $t$, since $de/dt=p$ at a fold. So the loop is double, with zero remanence, for $1/4<t<9/20$. If $a\propto T-T_0$, then $T-T_0=(16t/3)(T_c-T_0)$, and the window is

$$T_c+\tfrac13(T_c-T_0)<T<T_c+\tfrac75(T_c-T_0).$$

"Slightly above $T_c$" therefore needs a qualification. Immediately above $T_c$, a poled sample without nucleation stays polar at zero field. Nucleation can let it return earlier, while the field is still positive, and so extend the double loop down towards $T_c$. Numerical cycles agree with the limits: remanence at $t=0.24$, none at $t=0.26$, an open loop at $t=0.42$, and no hysteresis at $t=0.48$.

**4. The aged ferroelectric**

Suppose that defects have settled into the domain pattern of an unpoled ferroelectric and now favour the direction each region had during aging. Half the volume feels a bias $+E_i$ and half feels $-E_i$. I take the bias as frozen during a field cycle and the regions as independent:

$$rp_\pm+up_\pm^3=E\pm E_i,\qquad r<0.$$

Without bias, a region switches where $r+3up^2=0$, so $p^2=|r|/(3u)$ and the coercive field is

$$E_c=|r|\,|p|-u|p|^3=\tfrac23|r|\sqrt{\frac{|r|}{3u}}.$$

A region with negative bias switches up when $E-E_i=E_c$ and down when $E-E_i=-E_c$. Hence

$$E_F=E_i+E_c,\qquad E_B=E_i-E_c.$$

The positively biased regions do the same at $-E_F$ and $-E_B$. If $E_i>E_c$, each region has returned to its aged direction by the time $E=0$, the two halves cancel, and the loop is double. If $E_i<E_c$, remanence survives.

Compare this with the antiferroelectric, whose sublattice equation is $rp_a+up_a^3=E-gp_b$. The local equation is the same, and in both cases something pulls half of the dipoles back. In the antiferroelectric the bias is live: it comes from the partner sublattice and reverses with it. In the aged ferroelectric it is a frozen record of the sample's history.

**5. Your switching fields, three times**

Can all three have the same $E_F$ and $E_B$? For the antiferroelectric, with $\gamma=g/|r|$,

$$\frac{E_B}{E_F}=\frac{(2\gamma-1)\sqrt{\gamma+1}}{(2\gamma+1)^{3/2}},$$

which runs continuously from 0 at $\gamma=1/2$ towards $1/\sqrt2$ as $\gamma\to\infty$. The first-order ferroelectric covers ratios from 0 to 1 as $t$ goes from $1/4$ to $9/20$, and the aged one does so as $E_i/E_c$ goes from 1 to infinity. So every ratio between 0 and $1/\sqrt2$ is available in all three. The remaining scales of field and polarisation then fix $E_F$ itself and the polarisation at maximum drive.

I chose $E_F=10$ MV/m, $E_B=4$ MV/m and $P=0.30$ C/m² at 15 MV/m. These are round model parameters, not those of a particular material.

- *Antiferroelectric:* $r=-16.68$ and $g=25.47$ MV m/C, $u=457.9$ MV m⁵/C³. Then $P_F=\sqrt{67.6/5495}=0.111$ C/m² and $E_F=\tfrac23(135.2)(0.111)=10.0$ MV/m. Likewise $P_c=\sqrt{42.1/1374}=0.175$ C/m² and $E_B=\tfrac23(34.3)(0.175)=4.0$ MV/m.
- *First-order ferroelectric:* $t=0.2856$. If $T_c-T_0=10$ K, this is 5.2 K above $T_c$, inside a window from 3.3 to 14 K above it.
- *Aged ferroelectric:* $E_c=3$ and $E_i=7$ MV/m, so $7+3=10$ and $7-3=4$.

Following the energy minima through a full cycle in steps of 0.03 MV/m gives jumps at 10.02 and 3.99 MV/m in all three models. These are the first field steps past the stability limits. The remanence is zero in each.

The loops are similar, not identical. At 6 MV/m the rising branches lie at 0.047, 0.048 and 0.041 C/m², in the order listed, and the falling branches at 0.209, 0.268 and 0.241 C/m². The areas over a full cycle are 1.93, 2.52 and 2.36 MJ/m³. Such differences depend on the assumed energies, and section 2 shows that even a complete match would not establish staggered order.

The fits show that the shape of the loop does not decide. They do not make the three explanations equally likely for your sample, because the size of the fields also carries information. With $T_c-T_0=10$ K, the first-order fit implies a Curie constant $(T-T_0)/(\varepsilon_0a)\approx1.3\times10^4$ K, about a tenth of that of barium titanate, whose double loops just above $T_c$ appear at fields below about 1 MV/m. The fit fixes $a$ and $t$, so the implied Curie constant is proportional to $T_c-T_0$; to reach that of barium titanate, $T_c-T_0$ would have to exceed 100 K. A frozen bias of 7 MV/m is likewise large for a bulk ceramic. These estimates take the measured fields as stability limits and use the assumed 0.30 C/m², since $a$ scales inversely with that polarisation. Within those limits, both alternatives need parameters that are unusual by the standard of barium titanate and typical bulk ceramics, which is a reason to check them against the known properties of your material, but not a proof of antiferroelectricity.

**6. What to measure instead**

*Remove the aging.* Heat the sample well into its nonpolar phase, cool it, and measure before it ages again; prolonged cycling may also disperse the bias. In the model, setting $E_i=0$ turns the double loop into an ordinary one, with jumps near $\pm3$ MV/m and a remanence of 0.20 C/m². The antiferroelectric model has no frozen bias to remove.

You can also age the sample while it is poled. If the whole volume acquires the bias $+E_i$, the result is a single shifted loop. It switches down at $-E_i-E_c=-10$ MV/m and up at $-E_i+E_c=-4$ MV/m, as the numerical cycle confirms to within a field step.

*Change the temperature.* For the first-order ferroelectric, $E=aP-bP^3+cP^5$ and $\partial E/\partial P=0$ at a jump, so $dE_F/da=P_F>0$ and $dE_B/da=P_B>0$, where $P_B$ is the polarisation at the return jump. Both fields rise on heating. For the antiferroelectric with fixed $g$, the same argument gives $dE_F/dr=-2P_F<0$, while

$$\frac{d\ln E_B}{dr}=\frac1{2g+r}-\frac1{2(g-r)}=\frac{-3r}{2(2g+r)(g-r)}>0.$$

So $E_F$ falls and $E_B$ rises. In the aged ferroelectric with fixed $E_i$, heating reduces $E_c$, which again lowers $E_F$ and raises $E_B$.

Raising the quadratic coefficient by 10% of its magnitude gives the jumps below. They are again the first field steps of 0.03 MV/m past the stability limits, which lie at 9.63 and 4.11, 11.63 and 7.15, and 9.56 and 4.44 MV/m.

| Model | $E_F$ (MV/m) | $E_B$ (MV/m) |
|---|---:|---:|
| Antiferroelectric | 9.66 | 4.11 |
| First-order ferroelectric | 11.64 | 7.14 |
| Aged ferroelectric | 9.57 | 4.41 |

The sign of the change in $E_F$ singles out the first-order ferroelectric here, but it does not separate the other two. It is also a result for fixed $g$, $E_i$ and higher-order coefficients ($u$, $b$ and $c$); if these vary with temperature, the signs can change. Cooling gives a further check: below $T_c$ the first-order ferroelectric has a polar ground state, so polar order can appear at zero field where there was none above. Remanence that appears on cooling is not proof by itself, because the other two models acquire it as well, once $|r|$ exceeds $2g$ in the antiferroelectric or $E_c$ exceeds $E_i$ in the aged ferroelectric, provided the drive still reaches $E_F$. That field rises on cooling: at these thresholds it is about 18.5 MV/m for the fitted antiferroelectric, above the 15 MV/m drive used here, and 14 MV/m for the aged ferroelectric.

*Look at the zero-field structure.* The local root-mean-square polarisation at $E=0$ is 0.303 C/m² in the antiferroelectric, 0.262 C/m² in the aged ferroelectric, and zero in the ferroelectric above $T_c$. In these models a local probe of polarity thus separates the last from the first two. In a real nonpolar phase, fluctuating or disordered local displacements that average to zero can blur this distinction. And where static dipoles are found, equal numbers up and down are still not enough to identify an antiferroelectric. The length scale on which they alternate matters too.

Suppose the antiferroelectric order alternates from cell to cell. With $s_j=\pm1$ for the dipole direction in cell $j$ of a chain of $N$ cells, the relative intensity at the zone boundary is

$$I=\left|\frac1N\sum_j(-1)^js_j\right|^2.$$

Perfect alternation gives $I=1$. Inside a uniform ferroelectric domain, neighbouring terms cancel, leaving 0 or $\pm1$ per domain. With $M$ domains, $I\le(M/N)^2$. For 100 domains in 4207 cells this bound is $5.7\times10^{-4}$, and the random pattern I tried gave $1.4\times10^{-6}$. The value $I=1$ needs alternation that stays in step over the whole chain. Antiphase boundaries, where the up and down sublattices exchange roles, can make the intensity exactly at the zone boundary small for an antiferroelectric as well; they spread it over nearby wavevectors, so the quantity to compare is the intensity integrated around the zone boundary.

A superlattice reflection by itself shows only that the period has changed, and some other distortion could do that. The structure refinement must show that antiparallel polar displacements are part of it. For your sample, I would first repeat the loop after de-aging, then follow it through temperature, and finally determine the zero-field structure. If the double loop survives de-aging, no ferroelectric transition lies just below the measuring temperature, and the structure has antipolar order that the field turns into polar order, then you have a case for an antiferroelectric. The loop then supplies its switching fields; the identification rests on the other evidence.

The main numerical results are collected in the output below.

## Computed results

```
Target E_F, E_B, maximum field: 10.0, 4.0, 15.0 MV/m
Target E_F, E_B: 1.945e-05, 7.779e-06 atomic units
Target P at maximum field: 0.30 C/m^2; field step 0.030 MV/m
AFE g/|r|: 1.5269; FIRST t=ac/b^2: 0.2856 (dimensionless)
AFE r, g: -16.679, 25.467 MV m/C; u: 457.91 MV m^5/C^3
FIRST a: 133.693 MV m/C; b: 3988.54 MV m^5/C^3; c: 33984.6 MV m^9/C^5
AGED r: -38.687 MV m/C; u: 953.14 MV m^5/C^3
AGED internal bias, coercive field: 7.00, 3.00 MV/m
AFE loop E_F, E_B: 10.02, 3.99 MV/m
AFE |remanence|: 0.00000 C/m^2; area: 1.933 MJ/m^3
AFE P at 6.0 MV/m, rising, falling: 0.0472, 0.2088 C/m^2
AFE zero-field local rms polarisation: 0.3034 C/m^2
AFE heated E_F, E_B: 9.66, 4.11 MV/m
FIRST loop E_F, E_B: 10.02, 3.99 MV/m
FIRST |remanence|: 0.00000 C/m^2; area: 2.523 MJ/m^3
FIRST P at 6.0 MV/m, rising, falling: 0.0481, 0.2677 C/m^2
FIRST zero-field local rms polarisation: 0.0000 C/m^2
FIRST heated E_F, E_B: 11.64, 7.14 MV/m
AGED loop E_F, E_B: 10.02, 3.99 MV/m
AGED |remanence|: 0.00000 C/m^2; area: 2.355 MJ/m^3
AGED P at 6.0 MV/m, rising, falling: 0.0407, 0.2409 C/m^2
AGED zero-field local rms polarisation: 0.2620 C/m^2
AGED heated E_F, E_B: 9.57, 4.41 MV/m
AFE versus reduced loop, largest difference: 2.3e-15 C/m^2
AFE upper limit of E_B/E_F: 0.7071
AFE g/|r|=0.45, reduced remanence: 0.7416
AFE g/|r|=0.55, reduced remanence: 0.0000
FIRST t=0.24, reduced remanence, branch opening: 0.7746, 1.5492
FIRST t=0.26, reduced remanence, branch opening: 0.0000, 0.7142
FIRST t=0.42, reduced remanence, branch opening: 0.0000, 0.2486
FIRST t=0.48, reduced remanence, branch opening: 0.0000, 0.0000
FIRST chosen Tc-T0: 10.0 K
FIRST window start, example, end above Tc: 3.33, 5.23, 14.00 K
De-aged jumps up, down: 3.03, -3.03 MV/m
De-aged remanence: 0.2015 C/m^2
Poled-aged jumps up, down: -3.99, -10.02 MV/m
Domain chain: 4207 cells, 100 domains
Domain zone-boundary intensity / alternating chain: 1.41e-06
```
